Square-root and logarithmic spreading of tracer in leaky fast diffusion paths, part 2

A tracer is released at z = 0 in a straight, immobile, infinitely long fast path in an infinite crystal. The path is a slab of width δ (a grain boundary, also called the plane) or a pipe of radius a (a dislocation). Along z the tracer diffuses with D_f in the path and D in the crystal, into which it leaks. How far has it spread along z after a time t?

The total amount of tracer is one, and ⟨z²⟩ is averaged over all of it. P(t) is the fraction in the path at time t, and T(t) is the mean time spent there:

⟨z²⟩ = 2Dt + 2(D_f − D) T(t),  T(t) = ∫₀ᵗ P(s) ds.  (1)

The term with T is the excess, and 2Dt is the bulk term. They grow at equal rates at t_rate and have equal values at t_value.

At the wall the concentration in the path is k times that in the adjoining crystal. A hat denotes the Laplace transform over time, with variable p, and q = √(p/D). The symbol ⊥ marks directions across the path.

For a slab occupying |x| < δ/2 and well mixed across its width,

P̂ = 1/[p + 2√(Dp)/(kδ)],

τ = k²δ²/(4D),  (2)

T = kδ √(t/(πD)) − τ(1 − P).  (4)

At times long compared with the escape time τ,

excess → 2(D_f − D) kδ √(t/(πD)).  (5)

For D_f ≫ D,

t_value = (D_f/D − 1)² k²δ²/(πD),  (6)

and t_rate = t_value/4.

For the pipe, a return-density argument suggests P ≈ ka²/(4Dt) at late times. T then grows as a logarithm, but the constant beside it requires the full transverse solution.

The two-coordinate lattice test divides path and crystal into cells, lets tracer pass between neighbouring cells and sums z² over the resulting distribution, without using equation (1).

The numerical example has D = 1 nm²/s, D_f = 10⁵ nm²/s, k = 1, δ = 0.5 nm and t = 3600 s.

### The transverse problem for the pipe

Integrate the concentration over z. In the crystal this leaves a density n(r,t) per unit transverse area. The pipe is well mixed over its cross-section, so

P = πa² k n(a,t).

Tracer leaves through the circumference 2πa:

dP/dt = 2πa D ∂n/∂r, taken at r = a on the crystal side.

The transformed diffusion equation outside the pipe, where n is initially zero, is

p n̂ = D (∂²n̂/∂r² + (1/r) ∂n̂/∂r).

The required solution decays at large r. It can be built from a known case. A point source in two dimensions spreads as exp(−r²/(4Dt))/(4πDt), and its Laplace transform satisfies this equation away from r = 0. With s = pt the transform is

(1/(4πD)) ∫₀^∞ exp(−s − q²r²/(4s)) ds/s = K₀(qr)/(2πD),

where

K₀(x) = ½ ∫₀^∞ exp(−s − x²/(4s)) ds/s.  (7)

This is the modified Bessel function of order zero. Define K₁(x) = −dK₀/dx. Then n̂ = A K₀(qr), with slope −qA K₁(qr). Let x = qa. The wall condition gives

A = P̂/[πa² k K₀(x)],

and the balance for the pipe is

pP̂ − 1 = −2πa D q A K₁(x) = −(2Dq/(ka)) [K₁(x)/K₀(x)] P̂.

Since q = x/a,

P̂ = 1/{p + (2D/(ka²)) x K₁(x)/K₀(x)}.  (8)

One limit can be compared with the plane at once. At very short times p and x are large. The decaying solution then varies as e^(−x) apart from a slowly varying factor, so K₁/K₀ → 1. Equation (8) becomes

P̂ ≈ 1/[p + 2√(Dp)/(ka)],

which is the slab result with δ replaced by a. Tracer that has penetrated much less than a radius sees a flat wall. The ratio of wall area to volume is 2/a for the cylinder and 2/δ for the slab, which explains the replacement.

### Where the logarithm comes from

Long times correspond to small p and small x. In equation (7), the substitution s → x²/(4s) leaves ds/s and the exponent unchanged and exchanges the ranges below and above s = x/2. The two ranges therefore contribute equally:

K₀(x) = ∫_{x/2}^∞ exp(−s − x²/(4s)) ds/s.

In this range x²/(4s) is at most x/2, so that part of the exponential tends to one. What remains is integrated by parts:

∫_{x/2}^∞ e^(−s) ds/s → −ln(x/2) + ∫₀^∞ e^(−s) ln s ds.

The last integral is −γ, with γ = 0.5772 Euler's constant. Thus

K₀(x) ≈ −ln(x/2) − γ for x ≪ 1.

For K₁, differentiate equation (7) and multiply by −x:

x K₁(x) = (x²/4) ∫₀^∞ exp(−s − x²/(4s)) ds/s².

With w = x²/(4s), this becomes

x K₁(x) = ∫₀^∞ exp(−w − x²/(4w)) dw → 1.

Insert both limits in equation (8). The term p in the denominator is negligible for small p, because the other term vanishes only as the inverse of a logarithm. Hence

P̂ ≈ (ka²/(2D)) [−ln(x/2) − γ].

Now x/2 = (a/2)√(p/D), so −ln(x/2) = ½ ln[4D/(a²p)]. Integration over time corresponds to division by p:

T̂ = P̂/p ≈ (ka²/(4D)) [ln(4D/a²) − 2γ − ln p]/p.

To return to time, transform ln t using u = pt:

∫₀^∞ e^(−pt) ln t dt = (1/p) ∫₀^∞ e^(−u) (ln u − ln p) du = (−γ − ln p)/p.

Thus −(ln p)/p is the transform of ln t + γ. A constant divided by p is the transform of that constant. One of the two negative γ is cancelled, leaving

T → (ka²/(4D)) [ln(4Dt/a²) − γ].  (9)

The excess displacement is

excess → (D_f − D)(ka²/(2D)) [ln(4Dt/a²) − γ].  (10)

Each tenfold increase in time adds the same amount, (D_f − D)(ka²/(2D)) ln 10.

Equation (9) needs Dt ≫ a², so that the tracer has spread far beyond the pipe radius. It also needs T ≪ t, which is the condition for neglecting p in equation (8). For k of order one the first condition brings the second with it. For strong segregation the second is the more demanding.

### Tests of the logarithm

The two-coordinate lattice of Part 1 was repeated in cylindrical geometry with D = 1, D_f = 20, a = 1, k = 2 and t = 100. Its distribution gave ⟨z²⟩ = 302.46, against 302.45 from equations (1) and (8), with an allowed relative difference of 0.5 percent.

A transverse lattice then tested the late law. T increased by 1.1527 from t = 10³ to 10⁴ and by 1.1515 from 10⁴ to 10⁵. Equation (9) predicts (k/4) ln 10 = 1.1513 per decade. A power law would have given unequal increments. At t = 10⁵ the lattice value of T was 6.1611 and equation (9) gives 6.1610, which tests the constant −γ as well as the slope.

### How long the logarithm lasts

Take D_f ≫ D again, with k not small, so that the crossover lies in the late regime. The late form of P is the derivative of equation (9), ka²/(4Dt). The excess and the bulk term grow at equal rates when (D_f − D)P = D, or

t_rate = B = (D_f − D) ka²/(4D²).

The two contributions are equal in value when (D_f − D)T = Dt, which is

t = B [ln(4Dt/a²) − γ].

Put w = −t/B, so that t = −Bw. The equation becomes

−w = ln(−4DBw/a²) − γ.

Exponentiation gives e^(−w) = (4DB/a²) e^(−γ) (−w). Multiply both sides by e^w, divide by −(4DB/a²) e^(−γ), and use 4DB/a² = k(D_f − D)/D. The result is

w e^w = −a² e^γ/(4DB) = −e^γ D/[k(D_f − D)].

For a small negative right side there are two real solutions. The one near w = 0 has Dt of order a², where equation (9) does not apply. The other is the lower branch of the Lambert function, written W₋₁:

t_value = −B W₋₁{−e^γ D/[k(D_f − D)]}.  (11)

For the plane the two crossover times differ by a factor of four. For the pipe they differ by the bracket ln(4Dt/a²) − γ, which can exceed ten. A plot of ⟨z²⟩ against ln t therefore bends upward long before bulk diffusion supplies half of the displacement.

### What finite mixing costs

Both solutions assumed an even concentration across the path. Let the transverse diffusivity in the path now be finite, D_t, with the tracer released uniformly over the cross-section. For the slab, A denotes the width δ; for the pipe, the area πa².

Let F̂ be the transformed outflow into the crystal. The crystal responds linearly, so the path concentration at the wall is û_wall = R F̂, where R depends on p and the shape but not on D_t. Conservation gives F̂ = 1 − pP̂. Inside the path write û = û_wall + v, where v vanishes at the wall and obeys

D_t ∇⊥²v = pû − 1/A.

Let ε_p be the integral of v over the cross-section. Then

P̂ = AR(1 − pP̂) + ε_p,

so

P̂ = (AR + ε_p)/(1 + pAR).

The well-mixed result has ε_p = 0. The difference is ε_p/(1 + pAR). As p → 0, pAR vanishes: it behaves as √p for the slab and as p ln(1/p) for the pipe. The term pû vanishes as well, so ε_p tends to a constant ε, found from D_t ∇⊥²v = −1/A. Division by p then shows that T is shifted by the constant ε at late times.

For the slab, v = (δ²/4 − x²)/(2δD_t), and integration over the width gives

ε = (1/(2δD_t)) (δ³/4 − δ³/12) = δ²/(12D_t).

For the pipe, v = (a² − r²)/(4πa²D_t), and integration over the area gives

ε = (1/(4πa²D_t)) (πa⁴ − πa⁴/2) = a²/(8D_t).

Finite mixing changes neither growth law. Lattices with a resolved path interior, D_t = D = 1, k = 2 and t = 10⁵ gave shifts of 0.3314 for δ = 2 and 0.1255 for a = 1. The formulas give 0.3333 and 0.1250, within the allowed 3 percent.

### Numbers for the pipe

Keep D = 1 nm²/s, D_f = 10⁵ nm²/s, k = 1 and t = 3600 s, and let a = 0.5 nm. The prefactor is

ka²/(4D) = 0.25/4 s = 0.0625 s.

The logarithm is ln(4 × 3600/0.25) = 10.96, and the bracket in equation (9) is 10.38. Hence

T = 0.0625 × 10.38 s = 0.649 s.

The excess is 2 × 10⁵ × 0.649 nm² ≈ 1.30×10⁵ nm². With the bulk contribution of 7200 nm² the total is 1.37×10⁵ nm², and the root-mean-square displacement is 0.37 µm.

With all other settings fixed, the excess changes with time as follows, in nm²:

t = 36 s: plane 3.26×10⁵, pipe 0.72×10⁵
t = 360 s: plane 1.06×10⁶, pipe 1.01×10⁵
t = 3600 s: plane 3.37×10⁶, pipe 1.30×10⁵
t = 36000 s: plane 1.07×10⁷, pipe 1.59×10⁵

The plane gains a factor close to √10 per decade, while the pipe gains about 0.29×10⁵ nm². For the pipe, B is 6250 s and t_value is 8.5×10⁴ s. The one-hour anneal is already close to the time of equal rates, although the bulk term supplies about 5 percent of the total. The logarithmic window is thus much shorter than the square-root window of the boundary.

### Beside a real metal

These parameters are meant as a rough picture of tantalum self-diffusion at 1600 K, near half its melting temperature. The diffusivities are round values, uncertain by more than a small factor, and giving both paths the same D_f serves the comparison. The continuum radius is of atomic size: a factor of two in the radius inside the logarithm, at fixed prefactor, moves the pipe's T by 13 percent. The prefactor is much more sensitive, because it contains a²: a pipe radius of 1.0 nm instead of 0.5 nm would raise T by a factor of about 3.5. With D_t = D_f, finite mixing is negligible.

Real metals also break the assumption of one isolated, endless path. For parallel boundaries at random positions with a mean spacing of 10 µm, taken as the grain size, visits to the other boundaries would add about 1 percent to T on average. Boundaries of other orientations are left out of this estimate. For a low dislocation density of 10⁷ cm⁻², other parallel pipes, also at random positions, add 0.04 percent on average. This estimate is proportional to density, so at 10¹⁰ cm⁻², as in a moderately deformed metal, it would be about 40 percent and the isolated-pipe law would no longer serve. The displacements are 0.18 of the grain size and 0.12 of the dislocation spacing; the effect of path ends was not calculated.

The path must also stay in place. In a hot metal boundaries migrate and dislocations move, and a moving path leaves behind the tracer that would otherwise return to it. For steady motion the scale is the bulk spread at the end of the anneal, √(Dt) = 60 nm. A steady sideways shift of 60 nm during the hour would lower T by about 8 percent for the boundary and 2 percent for the pipe. A shift of 200 nm would lower it by about 48 and 16 percent. A sudden early shift costs more for the distance moved, because the tracer has not yet spread far. A single jump of 6 nm one second after release lowers T by about 7 percent for the boundary and 26 percent for the pipe if the tracer then inside the path is left behind, and by about 6 and 23 percent if that tracer moves with the path. Path motion therefore has little effect on the numbers above when, at every time s after release, the path has moved much less than √(Ds).

Temperature acts differently on the two shapes. With rough activation energies of 4.0 eV for the crystal and 2.5 eV for the path, a rise of 10 K increases the boundary excess by 2.3 percent and lowers the pipe excess by 4.9 percent. For D_f ≫ D the boundary law contains D_f/√D, with net activation energy 2.5 − 2.0 = 0.5 eV. The pipe prefactor contains D_f/D, with 2.5 − 4.0 = −1.5 eV; the larger logarithm offsets part of its fall. Heating speeds transport in the pipe, but it speeds escape into the crystal more. The numerical output lists the inputs and the remaining values.

Calculated quantities

```
TESTS (D = 1, half-width or radius = 1, k = 2; dimensionless)
plane: <z^2> lattice 922.49, formula 922.40
pipe: <z^2> lattice 302.46, formula 302.45
plane: lattice growth exponent of T, last decade 0.5052
pipe: lattice gain of T per decade 1.1527, 1.1515; formula 1.1513
pipe: T at t=1e5 lattice 6.1611, late law 6.1610
plane: mixing shift of T lattice 0.3314, formula 0.3333
pipe: mixing shift of T lattice 0.1255, formula 0.1250
EXAMPLE (rough tantalum-like parameters)
temperature 1600 K; anneal 3600 s; k = 1
D = 1.0e-14 cm2/s = 1.0 nm2/s
D_fast = 1.0e-09 cm2/s = 1.0e+05 nm2/s
delta = 0.5 nm; a = 0.5 nm
plane escape time tau = 0.0625 s
pipe time scale k a^2/(4D) = 0.0625 s
bulk spread sqrt(D t) = 60.0 nm
t (s) | excess <z^2> plane, pipe (nm2) | 2Dt (nm2)
36 | 3.2630e+05, 7.2279e+04 | 7.2000e+01
360 | 1.0581e+06, 1.0102e+05 | 7.2000e+02
3600 | 3.3726e+06, 1.2980e+05 | 7.2000e+03
36000 | 1.0692e+07, 1.5858e+05 | 7.2000e+04
plane: T = 16.8633 s; late law 16.9257 s
plane: fraction still in path 2.351e-03
plane: total <z^2> = 3.3798e+06 nm2; rms = 1838.4 nm
plane: local exponent of total <z^2> = 0.503
pipe: T = 0.6490 s; late law 0.6490 s
pipe: fraction still in path 1.736e-05
pipe: total <z^2> = 1.3700e+05 nm2; rms = 370.1 nm
pipe: local exponent of total <z^2> = 0.144
plane: equal rates at 1.9894e+08 s (root 1.9894e+08)
plane: equal values at 7.9576e+08 s (root 7.9575e+08)
pipe: equal rates at 6.2499e+03 s (root 6.2498e+03)
pipe: equal values at 8.4633e+04 s (root 8.4633e+04)
NEGLECTED EFFECTS at the anneal time
plane: finite mixing changes T by 1.2e-06 %
plane: neighbours at mean density add 1.07 % to T
pipe: finite mixing changes T by 4.8e-05 %
pipe: neighbours at mean density add 0.04 % to T
pipe: factor 2 in radius inside log only: 13.4 %
grain size 10000 nm; rms/grain = 0.184
dislocation density 1e+07 cm-2; spacing 3162 nm; rms/spacing = 0.117
rough activation energies: crystal 4.0 eV, path 2.5 eV
plane: +10 K changes excess <z^2> by +2.3 %
pipe: +10 K changes excess <z^2> by -4.9 %
```
